# How fast the Monte Carlo sign decays on a Hubbard triangle: verification in Python

```python
"""Average sign of continuous-time world-line Monte Carlo, Hubbard triangle.

Result under test: <s> = Z/Z' = exp(-beta (F-F')), where H' has the diagonal of
H and off-diagonal elements -|H_ij| in the chosen occupation-number basis.
The statistical error therefore carries a factor 1/<s>. The sign depends on the
orbitals: it decays in the site basis and is exactly 1 in the even-odd basis.
t: hopping (energy unit), U: repulsion, beta: inverse temperature in 1/t.
orbitals[i, p]: component of orbital p on site i.
"""
import numpy as np
from scipy.special import gammaln

t, U = 1.0, 4.0
rng = np.random.default_rng(12345)


def annihilators(modes=6):
    """Fermion operators; modes 0-2 are spin up, 3-5 spin down."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity = np.diag([1.0, -1.0])
    result = []
    for m in range(modes):
        op = np.eye(1)
        for k in range(modes):
            factor = parity if k < m else lower if k == m else np.eye(2)
            op = np.kron(op, factor)
        result.append(op)
    return result


d = annihilators()
number = [op.T @ op for op in d]
n_up = np.rint(np.diag(sum(number[:3]))).astype(int)
n_down = np.rint(np.diag(sum(number[3:]))).astype(int)
sector = np.flatnonzero((n_up == 2) & (n_down == 1))


def hamiltonian(orbitals, repulsion):
    """Full Fock-space matrix in the occupation basis of the given orbitals."""
    c = [[sum(orbitals[i, p] * d[3 * s + p] for p in range(3))
          for i in range(3)] for s in range(2)]
    h = np.zeros((64, 64))
    for i in range(3):
        for s in range(2):
            for j in range(3):
                if i != j:
                    h -= t * c[s][i].T @ c[s][j]
        h += repulsion * c[0][i].T @ c[0][i] @ c[1][i].T @ c[1][i]
    h[np.abs(h) < 1e-12] = 0.0
    return h


def restrict(h):
    return h[np.ix_(sector, sector)]


def positive_partner(h):
    diagonal = np.diag(np.diag(h))
    return diagonal - np.abs(h - diagonal)


def average_sign(h, beta):
    e = np.linalg.eigvalsh(h)
    ep = np.linalg.eigvalsh(positive_partner(h))
    return np.exp(-beta * (e - ep[0])).sum() / np.exp(-beta * (ep - ep[0])).sum()


def thermal_diagonal(h, beta):
    """Probabilities of the basis states in the thermal state of h."""
    e, v = np.linalg.eigh(h)
    w = np.exp(-beta * (e - e[0]))
    return (v**2 @ w) / w.sum()


def sample_walks(h, beta, samples):
    """Independent closed walks drawn with |weight|; returns start and sign."""
    size = len(h)
    shift = np.diag(h).max()
    step = shift * np.eye(size) - h
    magnitude, step_sign = np.abs(step), np.sign(step)
    radius = np.linalg.eigvalsh(magnitude)[-1]
    mean = beta * radius
    longest = int(mean + 12 * np.sqrt(mean) + 20)
    power = [np.eye(size)]
    for _ in range(longest):
        power.append(power[-1] @ magnitude / radius)
    power = np.array(power)
    orders = np.arange(longest + 1)
    weight = np.exp(orders * np.log(mean) - gammaln(orders + 1) - mean)
    weight *= np.trace(power, axis1=1, axis2=2)
    length = rng.choice(orders, size=samples, p=weight / weight.sum())

    def pick(weights):
        cumulative = np.cumsum(weights, axis=1)
        threshold = rng.random(len(weights)) * cumulative[:, -1]
        return (cumulative <= threshold[:, None]).sum(axis=1)

    start = pick(np.diagonal(power, axis1=1, axis2=2)[length])
    here = start.copy()
    sign = np.ones(samples)
    states = np.arange(size)[None, :]
    for k in range(length.max()):
        active = np.flatnonzero(length > k)
        left = length[active] - k - 1
        bridge = power[left[:, None], states, start[active][:, None]]
        new = pick(magnitude[here[active]] * bridge)
        sign[active] *= step_sign[here[active], new]
        here[active] = new
    assert np.array_equal(here, start)
    return start, sign


def pair_rotation(angle):
    co, si = np.cos(angle), np.sin(angle)
    return np.array([[co, -si, 0.0], [si, co, 0.0], [0.0, 0.0, 1.0]])


site_basis = np.eye(3)
even_odd = pair_rotation(np.pi / 4)
hopping_eigen = np.array([[1, 1, 1], [1, -1, 1], [1, 0, -2]]) / np.sqrt([3, 2, 6])
h_site = restrict(hamiltonian(site_basis, U))
h_even_odd = restrict(hamiltonian(even_odd, U))
h_eigen = restrict(hamiltonian(hopping_eigen, U))

print(f"hopping t = {t:.1f} (energy unit), U = {U:.1f} t")
print(f"states with 2 up and 1 down electron: {len(sector)}")

# Ground energies: diagonalization against the symmetry-reduced equations.
e_site = np.linalg.eigvalsh(h_site)
ep_site = np.linalg.eigvalsh(positive_partner(h_site))
half = (U - 2 * t) / 2
e0_partner = half - np.sqrt(half**2 + 8 * t**2)
cubic = [1.0, -2 * U, U**2 - 9 * t**2, 6 * U * t**2]
e0_true = np.roots(cubic).real.min()
assert abs(e_site[0] - e0_true) < 1e-9 and abs(e_site[1] - e0_true) < 1e-9
assert e_site[2] > e0_true + 0.1
assert abs(ep_site[0] - e0_partner) < 1e-9 and ep_site[1] > e0_partner + 0.1
gap = e0_true - e0_partner
print(f"site basis: E0 = {e0_true:.6f} t (twofold), E0' = {e0_partner:.6f} t")
print(f"site basis: E0 - E0' = {gap:.6f} t")

# Low-temperature law, including the ratio of ground degeneracies.
prefactor = average_sign(h_site, 12.0) * np.exp(12.0 * gap)
assert abs(prefactor - 2.0) < 1e-4
print(f"<s> exp(beta (E0-E0')) at beta = 12/t: {prefactor:.6f}")

print("site basis: beta [1/t], <s>, F-F' [t], samples for 1% error of <s>")
for beta in (1.0, 2.0, 3.0, 5.0, 10.0, 20.0):
    s = average_sign(h_site, beta)
    assert 0 < s < 1
    needed = (1 - s**2) / (s * 0.01)**2
    print(f"  {beta:4.0f}  {s:.4e}  {-np.log(s) / beta:.5f}  {needed:.2e}")

# Direct sampling of signed walks tests the mean sign and both error formulas.
double = np.diag(sum(number[i] @ number[i + 3] for i in range(3)))[sector]
batches, batch_size = 100, 2000
total = batches * batch_size
print(f"sampling: {batches} batches of {batch_size} independent walks")
for beta in (1.0, 2.0, 3.0):
    start, sign = sample_walks(h_site, beta, total)
    s = average_sign(h_site, beta)
    sign_error = np.sqrt((1 - s**2) / total)
    assert abs(sign.mean() - s) < 4.5 * sign_error
    exact = thermal_diagonal(h_site, beta) @ double
    p_partner = thermal_diagonal(positive_partner(h_site), beta)
    spread = np.sqrt(p_partner @ (double - exact)**2)
    measured = (sign * double[start]).sum() / sign.sum()
    assert abs(measured - exact) < 4.5 * spread / (s * np.sqrt(total))
    signs = sign.reshape(batches, batch_size)
    values = double[start].reshape(batches, batch_size)
    ratios = (signs * values).sum(axis=1) / signs.sum(axis=1)
    predicted = spread / (s * np.sqrt(batch_size))
    scatter = ratios.std(ddof=1)
    # 100 batches fix a standard deviation to about 7 per cent (one sigma).
    assert abs(scatter / predicted - 1) < 0.3
    sign_scatter = signs.mean(axis=1).std(ddof=1)
    assert abs(sign_scatter / np.sqrt((1 - s**2) / batch_size) - 1) < 0.3
    print(f"  beta = {beta:.0f}/t: sampled <s> = {sign.mean():.4f}"
          f" +- {sign_error:.4f}, Z/Z' = {s:.4f}")
    print(f"    double occupancy: sampled {measured:.4f}, exact {exact:.4f}")
    print(f"    its batch error: scatter {scatter:.4f}, formula {predicted:.4f}"
          f"; spread under H' {spread:.4f}")

# Explicit even-odd Hamiltonian against the rotated site Hamiltonian.
explicit = U * number[2] @ number[5]
for s in range(2):
    a, b, third = d[3 * s:3 * s + 3]
    explicit += t * (b.T @ b - a.T @ a)
    explicit -= np.sqrt(2) * t * (a.T @ third + third.T @ a)
pair_n = [number[3 * s] + number[3 * s + 1] for s in range(2)]
pair_x = [d[3 * s].T @ d[3 * s + 1] + d[3 * s + 1].T @ d[3 * s] for s in range(2)]
explicit += U / 2 * (pair_n[0] @ pair_n[1] + pair_x[0] @ pair_x[1])
full_even_odd = hamiltonian(even_odd, U)
assert np.allclose(explicit, full_even_odd, atol=1e-12)

# Same physics in every basis; no sign problem in any even-odd sector.
for h in (h_even_odd, h_eigen):
    assert np.allclose(np.linalg.eigvalsh(h), e_site, atol=1e-10)
for repulsion in (0.0, 1.0, U, 12.0):
    h = hamiltonian(even_odd, repulsion)
    difference = np.linalg.eigvalsh(h) - np.linalg.eigvalsh(positive_partner(h))
    assert np.abs(difference).max() < 1e-9
_, sign = sample_walks(h_even_odd, 3.0, 20000)
assert np.all(sign == 1)
print(f"even-odd basis, beta = 3/t: negative walks {int((sign < 0).sum())}"
      f" of {len(sign)}")

beta = 5.0
print("basis scan at beta = 5/t: angle [degrees], E0' [t], <s>")
for degrees in (0, 15, 30, 40, 45):
    h = restrict(hamiltonian(pair_rotation(np.radians(degrees)), U))
    assert np.allclose(np.linalg.eigvalsh(h), e_site, atol=1e-10)
    s = average_sign(h, beta)
    assert 0 < s < 1 + 1e-9
    lowest = np.linalg.eigvalsh(positive_partner(h))[0]
    print(f"  {degrees:3d}  {lowest:.6f}  {s:.6f}")
assert abs(average_sign(h_even_odd, beta) - 1) < 1e-9
assert average_sign(h_site, beta) < 0.1

# Orbitals that diagonalize the hopping: trivial at U = 0, tested at finite U.
free = restrict(hamiltonian(hopping_eigen, 0.0))
assert abs(average_sign(free, beta) - 1) < 1e-9
s_eigen = average_sign(h_eigen, beta)
assert 0 < s_eigen < 1 + 1e-9
lowest = np.linalg.eigvalsh(positive_partner(h_eigen))[0]
print(f"hopping eigenorbitals, beta = 5/t: <s> = {s_eigen:.6f},"
      f" E0' = {lowest:.6f} t")
print(f"hopping eigenorbitals at U = 0: <s> = {average_sign(free, beta):.6f}")
print("checks complete")
```

Printed output:

```
hopping t = 1.0 (energy unit), U = 4.0 t
states with 2 up and 1 down electron: 9
site basis: E0 = -1.274917 t (twofold), E0' = -2.000000 t
site basis: E0 - E0' = 0.725083 t
<s> exp(beta (E0-E0')) at beta = 12/t: 2.000000
site basis: beta [1/t], <s>, F-F' [t], samples for 1% error of <s>
     1  7.9618e-01  0.22794  5.78e+03
     2  4.5253e-01  0.39645  3.88e+04
     3  2.2621e-01  0.49543  1.85e+05
     5  5.3290e-02  0.58640  3.51e+06
    10  1.4192e-03  0.65577  4.97e+09
    20  1.0070e-06  0.69043  9.86e+15
sampling: 100 batches of 2000 independent walks
  beta = 1/t: sampled <s> = 0.7974 +- 0.0014, Z/Z' = 0.7962
    double occupancy: sampled 0.2132, exact 0.2142
    its batch error: scatter 0.0129, formula 0.0125; spread under H' 0.4450
  beta = 2/t: sampled <s> = 0.4561 +- 0.0020, Z/Z' = 0.4525
    double occupancy: sampled 0.2257, exact 0.2223
    its batch error: scatter 0.0229, formula 0.0234; spread under H' 0.4732
  beta = 3/t: sampled <s> = 0.2292 +- 0.0022, Z/Z' = 0.2262
    double occupancy: sampled 0.2319, exact 0.2283
    its batch error: scatter 0.0437, formula 0.0475; spread under H' 0.4807
even-odd basis, beta = 3/t: negative walks 0 of 20000
basis scan at beta = 5/t: angle [degrees], E0' [t], <s>
    0  -2.000000  0.053290
   15  -2.372441  0.008281
   30  -2.550658  0.003397
   40  -1.802807  0.141309
   45  -1.274917  1.000000
hopping eigenorbitals, beta = 5/t: <s> = 0.154965, E0' = -1.770512 t
hopping eigenorbitals at U = 0: <s> = 1.000000
checks complete
```
